\section*{Second-Order Density Correction to the Clausius-Mossotti Ratio for Hard Spheres, part 2}

A gap between two conductors is filled with a nonpolar gas. We ask how much the mutual polarization of neighbouring molecules adds to the relative permittivity $\varepsilon$ at second order in the density $n$. The molecules are hard spheres of diameter $s$, each with an isotropic point polarizability $\alpha$ at its centre. The applied field $E_0$ is static and weak.

Polarizability is expressed as a volume: in SI units the induced moment is $4\pi\varepsilon_0\alpha E$, and dividing all moments by $4\pi\varepsilon_0$ gives $p=\alpha E$. The moments obey
\begin{equation}
\mathbf p_i=\alpha\Big(\mathbf E_0+\sum_{j\neq i}\mathsf T_{ij}\,\mathbf p_j\Big),
\qquad
\mathsf T_{ij}=\frac{3\hat{\mathbf r}\hat{\mathbf r}-\mathsf 1}{r^3},
\label{eq:dipoles}
\end{equation}
where $\mathbf r=\mathbf r_i-\mathbf r_j$, $r=|\mathbf r|$ and $\hat{\mathbf r}=\mathbf r/r$.

For a large spherical sample, the Clausius-Mossotti ratio $L=(\varepsilon-1)/(\varepsilon+2)$ is
\begin{equation}
L=\frac{4\pi}{3}n\alpha+Bn^2+O(n^3),
\qquad
B=\frac{4\pi}{3}\cdot\frac12\int_{r>s}\Delta(r)\,d^3r .
\label{eq:Bdef}
\end{equation}
The first term is the Clausius-Mossotti law. The pair excess $\Delta(r)$ is the direction-averaged polarizability of two coupled molecules at distance $r$, minus $2\alpha$. The formula for $B$ uses the low-density pair distribution function of hard spheres, $g(r)=0$ for $r<s$ and $1$ for $r>s$. Triples enter at order $n^3$; the coefficients of larger groups are taken to be finite without a separate proof.

With $x=\alpha/r^3$, the moments of two molecules in a field along or across the line joining them are
\begin{align}
p_\parallel&=\alpha E_0+2x\,p_\parallel
&&\Longrightarrow& p_\parallel&=\frac{\alpha E_0}{1-2x},
\label{eq:par}\\
p_\perp&=\alpha E_0-x\,p_\perp
&&\Longrightarrow& p_\perp&=\frac{\alpha E_0}{1+x}.
\label{eq:perp}
\end{align}
Averaging over directions gives
\begin{equation}
\Delta=\frac{4\alpha x^2}{(1-2x)(1+x)} .
\label{eq:delta2}
\end{equation}
For $x\ll1$ this is
\begin{equation}
\Delta\simeq4\alpha x^2=\frac{4\alpha^3}{r^6}.
\label{eq:delta3}
\end{equation}

\subsection{Integration over separations}

With (\ref{eq:delta3}), the integral in (\ref{eq:Bdef}) is
\begin{equation}
\frac12\int_s^\infty\frac{4\alpha^3}{r^6}\,4\pi r^2\,dr
=8\pi\alpha^3\int_s^\infty\frac{dr}{r^4}
=\frac{8\pi}{3}\,\frac{\alpha^3}{s^3}.
\label{eq:leadint}
\end{equation}
The second-order contribution to the Clausius-Mossotti ratio is therefore
\begin{equation}
\boxed{\;B n^2\simeq\frac{4\pi}{3}\,\frac{8\pi}{3}\,\frac{n^2\alpha^3}{s^3}\;}
\qquad\text{for } X\equiv\frac{\alpha}{s^3}\ll1 .
\label{eq:lead}
\end{equation}

This is the leading term in $X$. The full point-dipole coefficient can also be found. From $r^3=\alpha/x$ we have $3r^2dr=-\alpha\,dx/x^2$. The limits $r=s$ and $r=\infty$ become $x=X$ and $x=0$, and the minus sign is absorbed by exchanging them:
\begin{equation}
\int_{r>s}\Delta\,d^3r
=\frac{4\pi\alpha}{3}\int_0^X\frac{dx}{x^2}\,
\frac{4\alpha x^2}{(1-2x)(1+x)}
=\frac{16\pi\alpha^2}{3}\int_0^X\frac{dx}{(1-2x)(1+x)} .
\label{eq:xint}
\end{equation}
The integrand separates as
\begin{equation}
\frac{1}{(1-2x)(1+x)}=\frac13\left[\frac{2}{1-2x}+\frac{1}{1+x}\right],
\label{eq:fractions}
\end{equation}
since the numerator over the common denominator is $2(1+x)+(1-2x)=3$. The integral is $\frac13[-\ln(1-2X)+\ln(1+X)]$. Multiplication by $\frac12\cdot4\pi/3$ gives
\begin{equation}
B=\frac{4\pi}{3}\,\frac{8\pi}{9}\,\alpha^2
\ln\frac{1+X}{1-2X},\qquad X<\tfrac12 .
\label{eq:closed}
\end{equation}

To recover (\ref{eq:lead}), expand the logarithms to third order:
\begin{align}
\ln(1+X)&=X-\tfrac12X^2+\tfrac13X^3-\dots, \nonumber\\
-\ln(1-2X)&=2X+2X^2+\tfrac83X^3+\dots
\label{eq:logs}
\end{align}
Their sum is $3X(1+\frac12X+X^2+\dots)$, so
\begin{equation}
B=\frac{4\pi}{3}\,\frac{8\pi}{3}\,\frac{\alpha^3}{s^3}
\left(1+\tfrac12X+X^2+\dots\right).
\label{eq:series}
\end{equation}
At $X=0.02$ the bracket is $1.0104$. Numerical integration of the solved coupled-dipole equations gives $1.01041$ for the same ratio.

The restriction $X<\frac12$ has a physical origin. At $x=\frac12$ the denominator in (\ref{eq:par}) vanishes: each dipole produces at its neighbour the field needed to sustain it without an applied field. Point dipoles closer than this have no stable linear response. This is the limit for a pair alone. Larger groups in contact lose stability at smaller $X$: three molecules in a line at about $0.34$, a long line at about $0.21$. Equation (\ref{eq:closed}) gives the pair coefficient up to $X=\frac12$, but the density expansion of the whole fluid needs a smaller $X$. The methane value used below, $X=0.043$, is far under these limits. Near $X=\frac12$ the result depends on the artificial concentration of the polarizability at a point, and the model loses its meaning for molecules.

\subsection{Relative size and effect on the permittivity}

Dividing (\ref{eq:lead}) by the first-order term gives
\begin{equation}
\frac{Bn^2}{(4\pi/3)n\alpha}\simeq\frac{8\pi}{3}\,(ns^3)\,X^2 .
\label{eq:relative}
\end{equation}
The correction is small for two separate reasons: few molecules have a close neighbour, and even a close neighbour scatters back little of the field.

The permittivity follows from $L$ by $\varepsilon=(1+2L)/(1-L)$. Its derivative is
\begin{equation}
\frac{d\varepsilon}{dL}=\frac{2(1-L)+(1+2L)}{(1-L)^2}
=\frac{3}{(1-L)^2}=\frac{(\varepsilon+2)^2}{3},
\label{eq:deps}
\end{equation}
where the last step uses $\varepsilon+2=3/(1-L)$. A small addition $\delta L$ therefore changes $\varepsilon$ by $(\varepsilon+2)^2\delta L/3$.

The $n^2$ part of $\varepsilon$ is not the same thing as the $n^2$ part of $L$. With $L_1=(4\pi/3)n\alpha$, expansion gives $\varepsilon=1+3L_1+3L_1^2+3Bn^2+O(n^3)$. The term $3L_1^2$ is already contained in the Clausius-Mossotti law. Its ratio to the pair term is
\begin{equation}
\frac{L_1^2}{Bn^2}\simeq
\frac{(4\pi/3)^2\alpha^2}{(4\pi/3)(8\pi/3)\alpha^2X}=\frac{1}{2X}.
\label{eq:curvature}
\end{equation}
For small $X$, most of the curvature of $\varepsilon$ against density is thus no sign of pair effects. A plot of $L/n$ against $n$ separates them: in this model its intercept is $4\pi\alpha/3$ and its initial slope is $B$.

\subsection{Methane as a gap-filling gas}

Methane is nonpolar and compact, which suits the model. Restricted Hartree-Fock theory in the aug-cc-pVDZ basis, at a rough C--H length of $0.109$ nm, gives $\alpha=0.002374\ {\rm nm}^3$. This level leaves out electron correlation and vibration. Correlation at the level of second-order perturbation theory (MP2), in the same basis, raises $\alpha$ by about 3\% and the pair term below by about 10\%. The last digits also depend on the basis: aug-cc-pVTZ raises $\alpha$ by about 0.4\%, and with it the pair term below by somewhat over 1\%. The core diameter is set to $s=0.38$ nm, a rough molecular size. At $n=0.50\ {\rm nm}^{-3}$ and 300 K the ideal-gas pressure is about $1.55\times10^4$ Torr. Then
\begin{align}
X&=\frac{0.002374}{0.38^3}=0.0433, \\
L_1&=\frac{4\pi}{3}(0.50)(0.002374)=4.97\times10^{-3}, \\
Bn^2&\simeq\frac{4\pi}{3}\,\frac{8\pi}{3}\,
\frac{(0.50)^2(0.002374)^3}{0.38^3}=2.14\times10^{-6}.
\label{eq:numbers}
\end{align}
The second term is $4.3\times10^{-4}$ of the first. The Clausius-Mossotti law gives $\varepsilon=1.0150$, and the pair term adds
\begin{equation}
\delta\varepsilon=\frac{(3.0150)^2}{3}\,(2.14\times10^{-6})
=6.5\times10^{-6}.
\label{eq:depsnum}
\end{equation}
An error of 1\% in $\alpha$ would change $L_1$ by $5\times10^{-5}$, over twenty times the pair term. The absolute permittivity at one density therefore cannot reveal $B$ unless $\alpha$ is known much better than it is here.

\subsection{What the model leaves out}

The following estimates refer to the leading second-order term (\ref{eq:lead}) unless stated otherwise. Higher powers of $X$, summed in (\ref{eq:closed}), add 2.4\%.

Crowding and the coupling of larger groups were examined by placing 32 hard spheres at random in a spherical sample and solving (\ref{eq:dipoles}) with all couplings, for 6000 arrangements per density. The excess polarizability was divided by the pair prediction for a sphere of the same finite size. The ratio is $1.005\pm0.010$ at $ns^3=0.01$ and $0.977\pm0.006$ at the methane density, $ns^3=0.027$, with one standard error quoted. The first value agrees with the reduction to pairs. The second shows a decrease of about 2\% for this small sample. Two terms of third order in density oppose each other here: crowding raises $g$ near contact and increases the excess, while the coupling of triples lowers it. At order $\alpha^3$ in an infinite sample they give the factor $1+(0.68-1.96)\,ns^3$, or $0.965$ at the methane density, so the value for 32 spheres still carries a finite-size shift of about 1\%.

Real molecules also attract each other. Take an energy $-k_{\rm B}T_0(s/r)^6$ outside the core, with a rough contact depth $T_0=150$ K. At low density $g(r)$ becomes the Boltzmann factor. With $y=(s/r)^3$, the leading integral is multiplied by
\begin{equation}
\int_0^1 e^{(T_0/T)y^2}\,dy=1.195
\qquad\text{at } T=300\ {\rm K},
\label{eq:attraction}
\end{equation}
because $r^{-4}dr$ is proportional to $dy$. In this rough model attraction adds about 20\% at fixed density, and more at lower temperature. The model has too narrow a well for methane: its second virial coefficient at 300 K is positive, while that of the real gas is negative. A Lennard-Jones energy with depth 148 K and length parameter 0.38 nm, which gives the negative sign, raises the same integral by about 47\%. The effect in methane is therefore likely to be larger than 20\%.

A molecule of finite size responds to field gradients too. Let its mean quadrupole polarizability be $C$, defined so that a potential $g\,r^2P_2(\cos\theta)$ lowers the energy by $\frac12Cg^2$. A dipole $p$ at distance $r$ produces such a potential at its neighbour with $g^2=9p^2/r^8$ if it points along the line, and an equivalent transverse one with $g^2=3p^2/r^8$ if it points across. The mean is $(9+3+3)/3=5$ times $p^2/r^8$. With $p=\alpha E_0$ and both molecules acting as source, the energy falls by $\frac12(10C\alpha^2/r^8)E_0^2$, so $\Delta$ gains $10C\alpha^2/r^8$. Relative to the leading term,
\begin{equation}
\frac{\int_s^\infty 10C\alpha^2r^{-6}dr}{\int_s^\infty4\alpha^3r^{-4}dr}
=\frac{2C\alpha^2/s^5}{4\alpha^3/(3s^3)}
=\frac{3C}{2\alpha s^2}.
\label{eq:quad}
\end{equation}
The Hartree-Fock value $C=4.61\times10^{-5}\ {\rm nm}^5$ makes this 20\%; a larger basis raises $C$ by about 6\% and the correction to about 21\%. Methane also has a permanent octopole moment. Its field polarizes a neighbour, so a pair carries a dipole $\mu$ even without an applied field, and the applied field orients it. This adds $\langle\mu^2\rangle/(3k_{\rm B}T)$ to $\Delta$, falling as $r^{-10}$; with the Hartree-Fock moment and the same hard core it amounts to about 10\% at 300 K. Other effects are not sized. Among them are the overlap of electron clouds near contact and the dipole that a field gradient induces in a tetrahedral molecule. A further one comes from the correlated charge fluctuations that cause the dispersion attraction: because each molecule responds slightly nonlinearly to a field, these fluctuations change the polarizability of the pair. At long range this change falls as $r^{-6}$, like the leading term, so it need not be small beside it. Half of the integral (\ref{eq:leadint}) comes from $r<2^{1/3}s=1.26\,s$, so a change of the response near contact bears directly on $B$. For these reasons the value of $B$ for methane is only an estimate of size.

The weak-field assumption holds well at fixed density. Take 1 MV/cm as a large field: a wide gas gap may break down at a lower field, a very narrow one may hold more, and the ratios below grow as $E^2$. There $\frac12\alpha E^2$ in SI form is $3.2\times10^{-4}$ of $k_{\rm B}T$, and the part that would align a pair is smaller still by a factor of about $6X$ at contact, from (\ref{eq:par}) and (\ref{eq:perp}). The first ratio does matter if the gap is open to a gas reservoir. The field then draws gas in and raises the density by the same fraction, $3.2\times10^{-4}$, which changes $L_1$ by about three quarters of the pair term.

For a gas-filled gap in a device, the chosen pressure is far above the atmospheric value of 760 Torr. At that pressure and the same temperature the density is about 20 times lower, and $\delta\varepsilon$ falls by a factor of about 400, to about $1.5\times10^{-8}$. The Clausius-Mossotti law with a good value of $\alpha$ then suffices as far as the effects sized here are concerned. A solid low-$k$ film is a different case. A permittivity of roughly 2.5 means $L=1.5/4.5=0.33$, some 70 times the value in the methane example. Its atoms are held by bonds at separations that the hard-sphere $g(r)$ does not describe, and at such densities $ns^3$ is no longer small. This breaks the assumption on which (\ref{eq:Bdef}) rests, and the second-order formula gives no reliable estimate of the local-field correction there. The numerical output lists the values used in this example.

\section*{Table of computed values}
\begin{verbatim}
C-H length (rough input): 0.109 nm
RHF/aug-cc-pVDZ polarizability alpha: 0.002374 nm^3
RHF quadrupole polarizability (mean): 4.6083e-05 nm^5
hard-core diameter s (rough input): 0.38 nm
density n: 0.50 nm^-3
temperature: 300 K
ideal-gas pressure n k T: 15534 Torr
X = alpha/s^3: 0.04327
n s^3: 0.02744
packing fraction pi n s^3/6: 0.01437
first-order CM term: 4.972716e-03
second-order CM term, leading in X: 2.1399e-06
second-order CM term, closed form: 2.1905e-06
second/first CM term: 4.3034e-04
eps, first order only: 1.01499270
eps, with leading second-order term: 1.01499919
change of eps: 6.4842e-06
pair quadrature/leading formula at X=0.02: 1.010413
simulation: 32 molecules, 6000 samples per density
simulated/pair excess at n s^3=0.01: 1.0050 +- 0.0102
simulated/pair excess at gas density: 0.9774 +- 0.0064
Neglected effects, relative to the leading second-order term:
higher powers of X: +2.36 %
attraction, rough contact depth 150 K: +19.5 %
induced quadrupole: +20.2 %
alpha E^2/2 over k T at 1 MV/cm: 3.19e-04
\end{verbatim}
